# Trapped Charge and Centroid from Photocurrent Shifts at Two Electrodes, part 2

Light drives electrons from the negative electrode into a dielectric film between a metal gate ($x=0$) and silicon ($x=L$). Once damage has trapped charge in the film, the gate voltage must change by $\Delta V_g$ (gate injection) or $\Delta V_s$ (silicon injection) to restore the photocurrent. These shifts give the charge and its centroid; here we examine the errors.

The algebra uses atomic units. The field $F$ is positive from gate to silicon, and voltages are gate minus silicon. The film has static permittivity $\kappa$ and optical permittivity $\kappa_o$. The trapped charge has volume density $\rho(x)$, areal density $\sigma$ and centroid $X$, and $F(L)-F(0)=f=4\pi\sigma/\kappa$. The voltage across the film is

$$V_i=F(0)L+\frac{4\pi}{\kappa}\int_0^L(L-x)\rho\,dx=F(0)L+f(L-X).\tag{1}$$

The gate voltage also contains the silicon band bending $\psi_s$, a function of $F(L)$. At distance $z$ from the emitter an electron has energy $U(z)$, with $\Phi$ the barrier without field and image force. The maximum lies at

$$z_m=\frac1{2\sqrt{\kappa_o|F|}}.\tag{4}$$

For charge beyond $z_m$, equal current means equal emitter field, so

$$\Delta V_g=f(L-X)+\Delta\psi_s,\qquad \Delta V_s=-fX.\tag{6}$$

Without $\Delta\psi_s$,

$$\boxed{\;\sigma=\frac{\kappa\,(\Delta V_g-\Delta V_s)}{4\pi L},\qquad X=-\frac{L\,\Delta V_s}{\Delta V_g-\Delta V_s}\;}\tag{7}$$

The flatband voltage, read at $F(L)=0$, also shifts by $-fX$ if there is no interface charge.

The example has $L=100$ nm, $\kappa=2.8$, $\kappa_o=2.0$, photon energy 5.0 eV, barriers of 4.0 eV (gate) and 4.4 eV (silicon), and p-type silicon with $10^{16}$ acceptors per cm3 at 300 K. The charge is $+0.05$ uC/cm2, with density proportional to $x\,e^{-x/b}$, $b=15$ nm and centroid 29.14 nm. Thus $f=0.2017$ MV/cm and $fL=2.017$ V. At film voltages of $\pm10$ V the reading field is 1 MV/cm and $z_m=1.34$ nm. The simulated shifts, $+1.4380$ V (gate) and $-0.5870$ V (silicon), are 8.9 mV and 0.7 mV too high.

### 11. Charge inside the barrier region

Consider gate injection and a weak sheet at depth $d<z_m$, with field step $f$. Beyond the sheet the field is $F(0)+f$, so the electron energy is

$$U(z)=\Phi+F(0)z+f(z-d)-\frac1{4\kappa_oz},\qquad z>d.$$

Equal current now requires an equal maximum of $U$. We neglect any separate effect of the position of the maximum on the yield. The slope of $U$ vanishes at the old maximum, so to first order the change of height is the change of $U$ at fixed $z_m$. It must be zero:

$$z_m\,\delta F(0)+f(z_m-d)=0,\qquad \delta F(0)=-f\left(1-\frac d{z_m}\right).$$

Equation (1), with the sheet at $X=d$, gives the voltage shift

$$L\,\delta F(0)+f(L-d)=f\left(\frac{Ld}{z_m}-d\right)=fd\left(\frac L{z_m}-1\right).\tag{10}$$

It is zero for a sheet at the gate and reaches the normal value $f(L-z_m)$ at $d=z_m$. Sheets of 0.001 uC/cm2 at depths of 0.3, 0.6 and 0.9 nm tested this law, and the simulated shifts, computed without scattering, agreed with it to within 1 percent. The neglect matters if electrons scatter strongly before they reach the maximum: for an escape length of 1 nm the shift is only about a quarter of (10).

Compared with the normal shift $f(L-d)$, the sheet loses $fL(1-d/z_m)$. For a distribution these losses add, and the error of the gate shift is

$$-\frac{4\pi L}{\kappa}\int_0^{z_m}\rho(x)\left(1-\frac x{z_m}\right)dx.$$

This gives $-2.60$ mV in the example; the simulation, again without scattering, gives $-2.59$ mV. An escape length of 1 nm would raise the loss to about 6.5 mV. The effect is small because the chosen density falls to zero at the gate. A layer of charge right at the gate would be largely missed.

The silicon side is the mirror image: a sheet at distance $d$ from the silicon shifts the film voltage by $-fd(L/z_m-1)$ instead of $-f(L-d)$, an error of $+fL(1-d/z_m)$. Near the silicon the example has a fraction $5.7\times10^{-4}$ of its charge per nm. Multiplying by $z_m/2$, the integral of the weight, and by 2.017 V gives 0.8 mV. The simulation gives 0.7 mV because its 0.05 nm grid leaves the last node without charge; the continuum value is 0.8 mV.

Interface charge shows the difference between the readings most clearly. Put 0.05 uC/cm2 at 0.05 nm from the silicon. Flatband moves by $-2.016$ V, but the silicon-injection shift, computed without scattering, is only $-0.065$ V. Of this, $-0.074$ V lies across the film, as the law above gives, and $+0.009$ V is band bending: with charge inside the barrier region $F(L)$ is no longer held, so $\psi_s$ changes. Gate injection is insensitive too, because the factor $L-X$ is almost zero. Photocurrent shifts thus describe charge within the film. A flatband shift more negative than the silicon-injection shift indicates positive charge at the silicon interface, and a less negative one indicates negative charge there, provided its amount is the same at both gate voltages and the damage has not changed the film's permittivity. Interface states that fill and empty with voltage break the first condition. A change of permittivity breaks the second: it shifts the silicon-injection reading and the flatband voltage by different amounts, and so can imitate interface charge.

### 12. Silicon band bending

Gate injection uses a negative gate, which draws holes to the surface of p-type silicon. Let $s$ be the depth into the silicon, $\psi(s)$ the band bending, $p_0$ the hole density far inside, $\kappa_{Si}$ the silicon permittivity and $T$ the thermal energy. In strong accumulation the charge density is nearly $p_0e^{-\psi/T}$, so Poisson's equation is

$$\frac{d^2\psi}{ds^2}=-\frac{4\pi p_0}{\kappa_{Si}}e^{-\psi/T}.$$

Multiply by $d\psi/ds$. The left side becomes the derivative of $\tfrac12(d\psi/ds)^2$ and the right side the derivative of $(4\pi p_0T/\kappa_{Si})e^{-\psi/T}$. Integrate from deep in the silicon, where the field vanishes, to the surface. Keeping the large exponential term,

$$\left(\frac{d\psi}{ds}\right)^2_{s=0}=\frac{8\pi p_0T}{\kappa_{Si}}e^{-\psi_s/T}.$$

The surface field in the silicon is $\kappa F(L)/\kappa_{Si}$. Taking logarithms gives $\psi_s=-2T\ln|F(L)|$ plus a constant, and therefore

$$\Delta\psi_s=2T\ln\left|\frac{F_{\rm before}(L)}{F_{\rm after}(L)}\right|.\tag{11}$$

The field at the silicon goes from $-1.00$ to about $-0.80$ MV/cm. With $T=25.9$ meV the result is 11.6 mV; Boltzmann statistics without the strong-accumulation approximation give 11.5 mV. Added to the $-2.6$ mV of part 11, this accounts for the 8.9 mV error of the gate shift. The logarithmic estimate rises to 14.7 mV at 378 K (105 °C) with the fields unchanged.

The surface hole density is $7\times10^{18}$ per cm3, or 0.29 of the effective band density for a hole mass of one electron mass. Boltzmann statistics are then only approximate. The estimate also treats the holes as classical particles. In a real accumulation layer they are confined within a few nanometres of the surface, which can nearly double the 11.5 mV. Even then the term stays below 2 percent of the gate shift.

### 13. A change of permittivity

Suppose the damage also raises the permittivity to $\kappa_d$ in a layer of thickness $t$ next to the gate, and first let there be no trapped charge. The displacement is then the same everywhere. With $F(0)$ held, the field in the rest of the film is $\kappa_dF(0)/\kappa$, and

$$V_i=F(0)t+\frac{\kappa_d}{\kappa}F(0)(L-t).$$

Subtracting the old voltage $F(0)L$ leaves the false shift

$$\Delta V_g^{\rm false}=F(0)(L-t)\left(\frac{\kappa_d}{\kappa}-1\right).$$

With $F(L)$ held, the field in the layer is $\kappa F(L)/\kappa_d$, and the same subtraction gives

$$\Delta V_s^{\rm false}=F(L)\,t\left(\frac{\kappa}{\kappa_d}-1\right).$$

Take $t=10$ nm and $\kappa_d=2.9$. At 1 MV/cm the false shifts are $-0.1\times90\times0.0357=-0.321$ V and $-0.1\times10\times0.0345=-0.034$ V. A permittivity change of under 4 percent in a tenth of the film thus takes more than a fifth off the gate shift. With the trapped charge present as well, formula (7) gives 0.0429 uC/cm2 and 35.6 nm: the charge is 14 percent too low and the centroid more than 6 nm too deep.

The false shifts are proportional to the reading field, whereas the shift due to fixed charge does not depend on it. For $\Delta V=A+BF$, readings at $F$ and $F/2$ give

$$2\,\Delta V(F/2)-\Delta V(F)=2A+BF-A-BF=A.$$

Applied to both polarities at 1.0 and 0.5 MV/cm, this yields 0.0505 uC/cm2 and 28.5 nm. The charge is now within about 1 percent of the input and the centroid within 0.7 nm. The method assumes a linear dielectric, a charge that is the same in both readings, and an unchanged image force.

The remaining error of the charge has three main parts. First, equation (11) is not linear in the field. After the damage the field at the silicon is $\kappa_dF(0)/\kappa+f$, or $-0.834$ and $-0.316$ MV/cm at the two readings. Equation (11) then gives 9.4 and 23.7 mV, and the combination enlarges this to $2\times23.7-9.4=38$ mV. Secondly, the loss from charge near the gate roughly doubles at half the field, because the density there is nearly proportional to $x$, which makes the loss proportional to $z_m^2$ and so to $1/|F|$. The combination gives about $-(2\times5.2-2.6)=-8$ mV. The third part comes from the permittivity. In the changed layer the field due to the charge is weaker, which takes $ft(1-\kappa/\kappa_d)=7$ mV from the difference of the shifts. These estimates add up to 23 mV, against an actual error of 20 mV, or 1 percent of 2.017 V. The logarithmic law overstates the first part by about 2 mV at the lower field, and the silicon-side loss, left out here, removes a further 1.5 mV.

### 14. Other neglected effects

**Discrete charges.** A point charge at depth $d$ and its image produce a field of size $2d/[\kappa(r^2+d^2)^{3/2}]$ at lateral distance $r$ on the gate. For $n$ independent charges per area, the variance of the field is

$$n\frac{4d^2}{\kappa^2}\int_0^\infty\frac{2\pi r\,dr}{(r^2+d^2)^3}=n\frac{4d^2}{\kappa^2}\,\frac{2\pi}{4d^4}=\frac{2\pi n}{\kappa^2d^2}.$$

Summed over the charge beyond $z_m$, this gives an rms field of 0.067 MV/cm. The current is a curved function of field, so its average differs from the current at the average field. The average current is lower, which lowers the gate shift. To second order in the fluctuation the error is about 9 mV; the field distribution has a long tail, and a full average over random positions gives nearer 7 mV. This is an estimate of size: it ignores images in the silicon and takes the field at the gate plane as uniform over the barrier width.

**Neutralisation.** Injected electrons may be captured by the positive charge. With an assumed capture area of $10^{-13}$ cm2, a current density of $10^{-10}$ A/cm2 and 60 s of reading, the neutralised fraction is capture area times injected electrons per area, or 0.37 percent. It grows in proportion to current and time while it remains small. Release of trapped charge by the light itself is not included.

**Tunnelling and breakdown.** For an electron that has absorbed no light, the semiclassical tunnelling exponent through a triangular barrier is

$$2\int_0^{\Phi/|F|}\sqrt{2m(\Phi-|F|x)}\,dx=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3|F|}.$$

With a mass of half the electron mass and the 4.0 eV barrier, the tunnelling factor at 1 MV/cm is about $10^{-168}$. This estimate omits image lowering and conduction through defects. The reading field is one fifth of a rough breakdown field of 5 MV/cm.

### 15. The model beside a real low-k film

A permittivity near 2.8, a thickness near 100 nm and a breakdown field of several MV/cm are roughly typical of organosilicate test capacitors. The barriers are round values, not data for a particular film, and the trapped charge depends so strongly on exposure that 0.05 uC/cm2 should not be taken as representative. The assumption of unchanged permittivity needs particular care, because damage that removes methyl groups lets the film take up water, which raises it. For the small change assumed in part 13, a reading at one field misses the charge by 14 percent. Real films may also conduct through defects or trap electrons in transit. The current is then no longer set by the emitter field, and formula (7) does not apply.

A practical reading therefore uses both polarities and at least two fields. The fields should be well below breakdown and well above $|f|$, so that p-type silicon stays in strong accumulation during gate injection. On n-type silicon a negative gate depletes or inverts the surface instead, and $\Delta\psi_s$ can no longer be dropped: for $10^{17}$ donors per cm3 in equilibrium it is about 29 mV at 1.0 MV/cm and 0.30 V at 0.5 MV/cm, so that the two-field combination overstates the charge by more than a quarter. The light dose should be small enough that a repeated reading gives the same shift. Two fields do not remove every effect of a changed permittivity: the term $ft(1-\kappa/\kappa_d)$ of part 13 remains, and for a 20 nm layer with permittivity 4.0 it takes 6 percent off the charge. The numerical output below lists the main values used here.

## Calculated quantities

```
film thickness: 100 nm
static, optical permittivity: 2.8, 2.0
photon energy: 5.0 eV
barriers gate, silicon: 4.0, 4.4 eV
silicon acceptors: 1e+16 cm^-3; T = 300 K
profile peak depth: 15 nm
input charge: 0.0500 uC/cm2
input centroid: 29.14 nm
reference film voltages: -10, +10 V
reference field: 1.00 MV/cm
barrier maximum from emitter: 1.342 nm
field step of all charge: 0.2017 MV/cm
formula gate shift: +1.4291 V
formula silicon shift: -0.5877 V
simulated gate shift: +1.4380 V
simulated silicon shift: -0.5870 V
flatband shift: -0.5877 V
recovered charge: 0.0502 uC/cm2
recovered charge number: 3.133e+11 cm^-2
recovered centroid: 28.99 nm
recovered centroid converted: 289.9 angstrom
A: 0.05 uC/cm2 at 30 nm, flatband -0.6050 V, gate +1.4118 V
B: 0.025 uC/cm2 at 60 nm, flatband -0.6050 V, gate +0.4034 V
mixed: +0.05 at 30 nm and -0.04 at 70 nm (uC/cm2)
mixed: net charge 0.0100 uC/cm2, centroid -130.0 nm
charge 0.05 uC/cm2 at 0.05 nm from silicon:
  flatband -2.0158 V, silicon photo -0.0645 V
gate-shift error, charge near gate: -2.59 mV
  first-order estimate: -2.60 mV
gate-shift error, silicon bending: +11.50 mV
  logarithmic estimate: +11.63 mV
  same estimate at 378 K: +14.65 mV
changed layer: 10 nm, permittivity 2.9
  false shifts gate, silicon: -0.3214, -0.0345 V
  one field: 0.0429 uC/cm2, 35.57 nm
  second reading field: 0.50 MV/cm
  extrapolated: 0.0505 uC/cm2, 28.46 nm
rms lateral field at gate: 0.0671 MV/cm
  resulting voltage error: 8.89 mV
surface holes: 7.24e+18 cm^-3
  over band density (mass 1): 0.29
capture area 1e-13 cm2, current 1e-10 A/cm2, 60 s
  charge neutralised per reading: 0.37 percent
tunnelling mass: 0.5 electron masses
  log10 of tunnelling factor: -168
rough breakdown field: 5 MV/cm
  reading field over breakdown: 0.20
```
